\section*{Spin–orbit coupling and the electron affinities of tin and lead}

\section*{Question}

The electron affinities of tin and lead are about $1.1$ and $0.36$ eV. Both neutral atoms have the outer configuration $np^2$ with ground level $J=0$, and both anions have $np^3$ with ground level $J=3/2$. The parts below examine how far spin--orbit coupling accounts for the difference.

Use one configuration for each species and one common radial function for its $p$ electrons. The spin--orbit operator is
\begin{equation}
H_{\rm so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i ,\qquad \zeta>0,
\end{equation}
with angular momenta in units of $\hbar$. The electron repulsion within the shell is described by the Slater integrals $F^0$ and $F^2$, whose superscripts are multipole ranks and not powers.

\section*{Part (a): energy balance}

\textbf{Question.} Let $A_0$ be the affinity between the lowest terms, $^3P$ of the atom and $^4S$ of the anion, without spin--orbit coupling. Let $L_2$ and $L_3$ be the positive amounts by which the coupling lowers the two ground levels below these terms. Express the affinity $A$.

\textbf{Answer.} The affinity is the energy of the atom minus that of the anion, so
\begin{align}
A&=\left[E(^3P)-L_2\right]-\left[E(^4S)-L_3\right]\nonumber\\
 &=A_0-(L_2-L_3). \label{eq:balance}
\end{align}
Lowering the atom reduces the affinity, and lowering the anion increases it. Only the difference of the two matters.

\section*{Part (b): term energies}

\textbf{Question.} Find the distances of the higher terms of $p^2$ and $p^3$ from the lowest one. Express them through $D$, the $^3P$--$^1S$ distance in $p^2$.

\textbf{Answer.} The monopole part gives $F^0$ for every pair and is the same for all terms of a configuration. The quadrupole part contains $P_2(\mathbf n_1\cdot\mathbf n_2)$, where $\mathbf n_i$ is the direction of electron $i$. With $Q_{ij}=n_in_j-\delta_{ij}/3$,
\begin{equation}
P_2(\mathbf n_1\cdot\mathbf n_2)=\tfrac32\sum_{ij}Q_{ij}(1)Q_{ij}(2).
\end{equation}
The Cartesian $p$ functions are $\sqrt{3/4\pi}\,n_a$. The spherical average of $n_an_bn_in_j$ is $(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})/15$, hence
\begin{equation}
\langle a|Q_{ij}|b\rangle=\tfrac15\left(\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}-\tfrac23\delta_{ab}\delta_{ij}\right).
\end{equation}
Let electron 1 go from $c$ to $a$ and electron 2 from $d$ to $b$. Multiplying two such elements and summing over $i,j$ gives the pair interaction
\begin{equation}
\frac{F^2}{25}\left(3\delta_{ab}\delta_{cd}+3\delta_{ad}\delta_{bc}-2\delta_{ac}\delta_{bd}\right)
=\frac{F^2}{25}(3T+3P-2).
\end{equation}
Here $P$ exchanges the two orbitals, and $T$ is three times the projector on the pair state with $L=0$. For pair states with $L=0,1,2$, $P=1,-1,1$ and $T=3,0,0$, while $\mathbf l_1\cdot\mathbf l_2=-2,-1,1$. Therefore $T=P-\mathbf l_1\cdot\mathbf l_2$, and for $N$ electrons the quadrupole energy is
\begin{equation}
E_Q=\frac{F^2}{25}\left[6\sum_{i<j}P_{ij}-3\sum_{i<j}\mathbf l_i\cdot\mathbf l_j-N(N-1)\right]. \label{eq:EQ}
\end{equation}

For $p^2$ this gives $-5$, $1$ and $10$ times $F^2/25$ for $^3P$, $^1D$ and $^1S$. Thus
\begin{equation}
D=\frac{15F^2}{25}=\frac{3F^2}{5},
\end{equation}
and $^1D$ lies $2D/5$ above $^3P$.

For $p^3$, total antisymmetry makes orbital exchange the negative of spin exchange, and spin exchange is $\tfrac12+2\mathbf s_i\cdot\mathbf s_j$. Hence
\begin{align}
\sum_{i<j}P_{ij}&=-\tfrac32-\left[S(S+1)-\tfrac94\right],\\
\sum_{i<j}\mathbf l_i\cdot\mathbf l_j&=\tfrac12\left[L(L+1)-6\right].
\end{align}
The first sum is $-3$ for $S=3/2$ and $0$ for $S=1/2$. The second is $-3,0,-2$ for $L=0,2,1$. Equation \eqref{eq:EQ} then gives $-15$, $-6$ and $0$ times $F^2/25$ for $^4S$, $^2D$ and $^2P$. The two doublets lie $3D/5$ and $D$ above $^4S$.

\section*{Part (c): the atom}

\textbf{Question.} Construct the $J=0$ matrix of $p^2$ and find $L_2$.

\textbf{Answer.} For one $p$ electron, $\mathbf l\cdot\mathbf s=[j(j+1)-2-\tfrac34]/2$. The $p_{1/2}$ level therefore lies at $-\zeta$ and the $p_{3/2}$ level at $+\zeta/2$.

The two $J=0$ states are $^3P_0$ and $^1S_0$. If the repulsion is switched off, they become combinations of $p_{1/2}^2$ and $p_{3/2}^2$, with energies $-2\zeta$ and $+\zeta$. The trace of the spin--orbit matrix is thus $-\zeta$ and its determinant $-2\zeta^2$. The operator is of rank one in spin, so its diagonal element in the singlet vanishes. The diagonal element of $^3P_0$ must be $-\zeta$, and the squared coupling must be $2\zeta^2$. With a suitable phase and the $^3P$ term as energy zero,
\begin{equation}
H_{J=0}=\begin{pmatrix}-\zeta&\sqrt2\,\zeta\\ \sqrt2\,\zeta&D\end{pmatrix}.
\end{equation}
Its eigenvalues obey $\lambda^2-(D-\zeta)\lambda-\zeta D-2\zeta^2=0$. The discriminant is $(D-\zeta)^2+4\zeta D+8\zeta^2=(D+\zeta)^2+8\zeta^2$. The lower root is $-L_2$, so
\begin{equation}
L_2=\tfrac12\left[\zeta-D+\sqrt{(D+\zeta)^2+8\zeta^2}\right]. \label{eq:L2}
\end{equation}

\section*{Part (d): the anion}

\textbf{Question.} Find the equation for $L_3$.

\textbf{Answer.} The $J=3/2$ states come from $^4S$, $^2D$ and $^2P$. Without repulsion the three $J=3/2$ levels are $p_{1/2}^2p_{3/2}$ at $-3\zeta/2$, $p_{1/2}p_{3/2}^2$ at $0$, and $p_{3/2}^3$ at $3\zeta/2$.

First consider the diagonal elements. That of $^4S$ vanishes, because an orbital operator of rank one has no expectation value for $L=0$. Within $^2D$ or $^2P$, $H_{\rm so}$ acts as a constant times $\mathbf L\cdot\mathbf S$. The level $^2D_{5/2}$ is the sole $J=5/2$ state of $p^3$, and $^2P_{1/2}$ the sole $J=1/2$ state. Both must belong to $p_{1/2}p_{3/2}^2$, whose energy is $-\zeta+2(\zeta/2)=0$. Since $\mathbf L\cdot\mathbf S$ equals $1$ and $-1$ in these levels, both constants vanish, and with them the diagonal elements for $J=3/2$.

A rank-one orbital operator cannot connect $L=0$ with $L=2$, so $^4S$ couples to $^2P$ alone. To find the strength, apply $H_{\rm so}$ to the determinant $|1\!\uparrow,0\!\uparrow,-1\!\uparrow\rangle$, labelled by $m_l$ and spin. The $l_zs_z$ contributions cancel. The part $\tfrac12l_+s_-$ gives
\begin{equation}
\frac{H_{\rm so}}{\zeta}|^4S\rangle=\frac{1}{\sqrt2}\,|1\!\uparrow,1\!\downarrow,-1\!\uparrow\rangle+\frac1{\sqrt2}\,|1\!\uparrow,0\!\uparrow,0\!\downarrow\rangle .
\end{equation}
The squared norm is $1$, so the squared $^4S$--$^2P$ coupling is $a^2=\zeta^2$.

Let $b$ be the $^2D$--$^2P$ coupling. Without repulsion the eigenvalues are $0$ and $\pm\sqrt{a^2+b^2}$. Comparison with $\pm3\zeta/2$ gives $b^2=9\zeta^2/4-\zeta^2=5\zeta^2/4$. In the order $^4S,{}^2D,{}^2P$,
\begin{equation}
H_{J=3/2}=\begin{pmatrix}0&0&a\\0&3D/5&b\\a&b&D\end{pmatrix}.
\end{equation}
Setting $\lambda=-L_3$ in the characteristic equation gives
\begin{equation}
L_3\left[\left(L_3+\tfrac{3D}{5}\right)(L_3+D)-b^2\right]-a^2\left(L_3+\tfrac{3D}{5}\right)=0,
\end{equation}
and, after insertion of $a^2$ and $b^2$,
\begin{equation}
L_3\left(L_3+\tfrac{3D}{5}\right)(L_3+D)=\zeta^2\left(\tfrac94L_3+\tfrac{3D}{5}\right). \label{eq:L3}
\end{equation}
For $D,\zeta>0$ the expanded cubic has one change of sign among its coefficients, and hence one positive root. That root is the lowering.

\section*{Part (e): two limits}

\textbf{Question.} For equal $\zeta$ and $D$ in atom and anion, find $L_2-L_3$ for weak and strong spin--orbit coupling. What does counting $jj$ orbital energies leave out?

\textbf{Answer.} For $\zeta\ll D$, expansion of the root in \eqref{eq:L2} gives $L_2\simeq\zeta+2\zeta^2/D$. In \eqref{eq:L3}, $L_3$ may be neglected beside $D$, which gives $L_3\simeq\zeta^2/D$. Therefore
\begin{equation}
L_2-L_3\simeq\zeta+\frac{\zeta^2}{D}.
\end{equation}
The atom gains energy in first order. The anion gains it from second order, because its $^4S$ term has no orbital angular momentum.

For $\zeta\gg D$, the square root in \eqref{eq:L2} is $3\zeta+D/3$ to first order in $D$, so $L_2\simeq2\zeta-D/3$. For the anion put $L_3=3\zeta/2+\eta D$. The terms of first order in $D$ in the expanded cubic are
\begin{equation}
\tfrac92\eta D\zeta^2+\left(\tfrac{18}{5}-\tfrac35\right)D\zeta^2=0,
\end{equation}
so $\eta=-2/3$ and
\begin{equation}
L_2-L_3\simeq\frac{\zeta}{2}+\frac{D}{3}.
\end{equation}
Orbital counting gives $\zeta/2$, since the added electron enters $p_{3/2}$. It leaves out the repulsion: relative to its lowest $LS$ term, the $jj$ ground state costs $2D/3$ in the anion but $D/3$ in the atom.

\section*{Part (f): tin and lead}

\textbf{Question.} A valence Dirac--Fock calculation gives the values below. Evaluate the lowerings and judge the proposed explanation.

\begin{center}
\begin{tabular}{lccc}
 & $\zeta$ (eV) & $F^2$ (eV) & mean $p$ radius (bohr)\\
Sn, $p^2$ & 0.288 & 4.025 & 3.215\\
Sn$^-$, $p^3$ & 0.214 & 3.311 & 3.777\\
Pb, $p^2$ & 0.997 & 3.919 & 3.306\\
Pb$^-$, $p^3$ & 0.759 & 3.193 & 3.912
\end{tabular}
\end{center}

The core, including the outer $s$ shell, is taken from a neutral-atom Dirac calculation with local exchange and a point nucleus, and is then frozen. The $p$ electrons feel nonlocal exchange with this core. Their mutual repulsion is $F^0-F^2/5$ per pair, as in $^3P$ and $^4S$. The constant $\zeta$ is two thirds of the $p_{3/2}$--$p_{1/2}$ splitting. The values of $F^2$ and the mean radius come from the average of the $p_{1/2}$ and $p_{3/2}$ densities, with weights $1/3$ and $2/3$. The term matrices ignore the difference between these two radial functions. Correlation, the Breit interaction, configuration mixing and core relaxation on attachment are also left out.

\textbf{Answer.} For the lead atom, $D=0.6\times3.919=2.351$ eV. Equation \eqref{eq:L2} gives, in eV,
\begin{equation}
L_2=\tfrac12\left[0.997-2.351+\sqrt{3.348^2+8(0.997)^2}\right]\simeq1.51.
\end{equation}
For its anion $D=1.916$ eV, and the positive root of \eqref{eq:L3} is $L_3=0.328$ eV. As a check, the left side is $0.328\times1.478\times2.244=1.088$ and the right side is $0.759^2(0.738+1.150)=1.088$, both in eV$^3$.

The same equations for tin give $L_2=0.349$ and $L_3=0.023$ eV. From the unrounded lowerings, the reductions of the affinity are
\begin{equation}
(L_2-L_3)_{\rm Sn}=0.325\ {\rm eV},\qquad
(L_2-L_3)_{\rm Pb}=1.184\ {\rm eV}.
\end{equation}
The third decimals serve the arithmetic and do not express the accuracy of the model. The tabulated parameters place $^1S_0$ at $2.82$ eV in tin and $4.38$ eV in lead, against measured $2.13$ and $3.65$ eV. Fitting the same matrices to the measured levels gives $\zeta\simeq0.27$ and $0.90$ eV and $D\simeq1.71$ eV for the two atoms, and $D\simeq1.28$ eV for Sn$^-$. The tabulated $\zeta$ of lead is thus about $10\%$ too large, and the fitted $D$ is $27$ to $36\%$ below the tabulated one.

The reduction is larger in lead by $0.86$ eV, whereas the given affinities differ by about three quarters of an eV. With the tabulated parameters, spin--orbit coupling thus accounts for the whole gap and overshoots it by about $0.1$ eV. The sign of this excess is not secure: the parameters fitted to measured levels give $0.65$ to $0.76$ eV, depending on how those of Pb$^-$ are scaled from the atom. Equation \eqref{eq:balance} shows the same result in another way:
\begin{align}
A_0({\rm Sn})&=1.1+0.325\simeq1.4\ {\rm eV},\\
A_0({\rm Pb})&=0.36+1.184\simeq1.5\ {\rm eV}.
\end{align}
These are inferred values, not independent predictions, and their order is not established: the fitted parameters give about $1.4$ eV for tin and $1.3$ to $1.4$ eV for lead. If lead had tin's reduction and kept its own $A_0$, its affinity would be $1.0$ to $1.2$ eV, close to tin's. In this model the affinity of lead is about one third of that of tin because a large part of a similar $A_0$ is subtracted in lead and a small part in tin.

The values of $D$ and the radii are similar in the two elements, but $\zeta$ of the atom is about $3.5$ times larger in lead ($3.3$ times with the fitted values). Between tin and lead, $L_2$ grows by $1.16$ eV and $L_3$ by about $0.3$ eV. In this model, with its common radial function, the anion thus returns roughly a quarter of what the lowering of the atom takes away.

Attachment also changes the parameters. With the core frozen, the field of the additional $p$ electron expands the shell and reduces $\zeta$ of lead by about $24\%$ relative to the atom. Using the atomic $\zeta$ and $D$ for both species would give a reduction of $1.05$ eV instead of $1.18$ eV.

Lead is in neither limit of part (e). With the atomic parameters in both species, the weak-coupling formula gives $0.997+0.997^2/2.351\simeq1.42$ eV and the strong-coupling formula $0.499+0.784\simeq1.28$ eV. Both exceed the $1.05$ eV from the full matrices. The ground states are mixed accordingly: the $^3P$ weight is $0.88$ in the atom and the $^4S$ weight $0.80$ in the anion. The anion is the more mixed of the two but the less lowered. The first-order term $\zeta$, which the anion lacks, supplies $1.00$ eV of $L_2=1.51$ eV, and the remaining $0.52$ eV, from mixing with $^1S$, is itself larger than $L_3=0.33$ eV.

A single-configuration $F^2$ takes no account of correlation, so its influence should be examined. Reducing every $F^2$ by a quarter changes the spin--orbit contribution to the gap from $0.86$ to $0.82$ eV. A smaller $D$ increases both lowerings, and the increases partly cancel in $L_2-L_3$. Equations \eqref{eq:L2} and \eqref{eq:L3} give increases of $0.08$ and $0.11$ eV in lead, so its reduction falls by $0.03$ eV, while that of tin rises by less than $0.01$ eV.

This cancellation needs a common factor. Reducing $F^2$ by a quarter in the anions alone gives $0.76$ eV, and reducing every $\zeta$ by $10\%$ gives $0.78$ eV. The conclusion that spin--orbit coupling is the main cause survives these variations. The remaining $0.1$ eV is no larger than the shifts they produce and cannot be assigned to one effect. It may reflect a real difference in $A_0$, errors in $\zeta$, or the omitted contributions. The two-matrix description itself would fail if another configuration mixed strongly with either ground level. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Sn: given electron affinity = 1.11 eV
Sn atom p2: orbital energies p1/2, p3/2 = -7.393, -6.961 eV
Sn atom p2: zeta = 0.288 eV, F2 = 4.025 eV, D = 2.415 eV
Sn atom p2: mean p radius = 3.215 bohr, zeta/D = 0.119
Sn atom p2: lowering L2 = 0.349 eV, 3P weight = 0.979
Sn anion p3: orbital energies p1/2, p3/2 = -1.587, -1.265 eV
Sn anion p3: zeta = 0.214 eV, F2 = 3.311 eV, D = 1.987 eV
Sn anion p3: mean p radius = 3.777 bohr, zeta/D = 0.108
Sn anion p3: lowering L3 = 0.023 eV, 4S weight = 0.988
Sn: affinity reduction L2 - L3 = 0.325 eV
Sn: reduction with atom parameters in both = 0.314 eV
Sn: reduction with F2 times 0.75 = 0.333 eV
Sn: inferred spin-orbit-free affinity A0 = 1.435 eV
Pb: given electron affinity = 0.36 eV
Pb atom p2: orbital energies p1/2, p3/2 = -7.922, -6.426 eV
Pb atom p2: zeta = 0.997 eV, F2 = 3.919 eV, D = 2.351 eV
Pb atom p2: mean p radius = 3.306 bohr, zeta/D = 0.424
Pb atom p2: lowering L2 = 1.513 eV, 3P weight = 0.882
Pb anion p3: orbital energies p1/2, p3/2 = -2.134, -0.995 eV
Pb anion p3: zeta = 0.759 eV, F2 = 3.193 eV, D = 1.916 eV
Pb anion p3: mean p radius = 3.912 bohr, zeta/D = 0.396
Pb anion p3: lowering L3 = 0.328 eV, 4S weight = 0.801
Pb: affinity reduction L2 - L3 = 1.184 eV
Pb: reduction with atom parameters in both = 1.050 eV
Pb: reduction with F2 times 0.75 = 1.154 eV
Pb: inferred spin-orbit-free affinity A0 = 1.544 eV
Given affinity ratio Pb/Sn = 0.324
Given affinity gap Sn - Pb = 0.750 eV
Gap from spin-orbit lowering = 0.859 eV
Same gap with F2 times 0.75 = 0.820 eV
Share of given gap = 114.5 percent
Remaining A0 difference Sn - Pb = -0.109 eV
\end{verbatim}
